**Central acid in a line and a disc after diffusion**

Acid initially uniform in a feature retains at its centre the fraction $\operatorname{erf}(a/(\sigma\sqrt2))$ for a line of width $2a$ and $1-\exp(-a^2/(2\sigma^2))$ for a disc of radius $a$. Here $\sigma=\sqrt{2Dt}$ is the RMS displacement along one axis, $D$ the diffusivity and $t$ the bake time. The program asserts that both formulas agree with a finite-volume solution of the diffusion equation and with a random walk of fixed-length steps. The walk also tests the retention of a square, the radius of the disc that matches the line, and the difference between axial and in-plane RMS displacement. Further assertions cover initial blur, instant neutralization by a quencher and the counting noise of discrete acids. For $a=10$ nm and $\sigma=5$ nm the output gives 95.45 percent for the line and 86.47 percent for the disc. It also shows that a 3 nm initial blur lowers these values to 91.4 and 77.0 percent.

## Program and output

```python
# Result under test: acid initially uniform in a feature, after diffusion with
# RMS displacement sigma = sqrt(2 D t) along each axis, keeps at its centre
#   line of width 2a:   erf(a / (sigma sqrt(2)))
#   disc of radius a:   1 - exp(-a^2 / (2 sigma^2))
# of its initial concentration. D: diffusivity, t: bake time.
# Lengths are in nm, times in s; concentrations are relative to the initial one.
import numpy as np
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.special import erf, ive

half_size = 10.0
sigma = 5.0
bake_time = 60.0
diffusivity = sigma**2 / (2 * bake_time)
LINE, DISC = 1, 2          # number of directions in which acid can escape
names = {LINE: "line", DISC: "disc"}


def central(shape, spread, a=half_size):
    if shape == LINE:
        return erf(a / (spread * np.sqrt(2)))
    return 1 - np.exp(-a**2 / (2 * spread**2))


# Finite-volume diffusion on a half line or a radius, closed at both ends
cells = 320
outer = 40.0
step = outer / cells
faces = np.arange(cells + 1) * step
centres = (faces[1:] + faces[:-1]) / 2
inside = centres < half_size


def rate(c, shape, boost=0.0):
    area = faces[1:-1]**(shape - 1)
    volume = np.diff(faces**shape) / shape
    local_d = diffusivity * (1 + boost * (c[1:] + c[:-1]) / 2)
    flux = -area * local_d * np.diff(c) / step
    return -np.diff(np.concatenate(([0.0], flux, [0.0]))) / volume


def bake(shape, boost=0.0):
    run = solve_ivp(lambda t, c: rate(c, shape, boost), (0, bake_time),
                    inside.astype(float), method="LSODA", lband=1, uband=1,
                    rtol=1e-7, atol=1e-9)
    assert run.success
    return run.y[:, -1]


# Profiles by superposition of Gaussian point sources
nodes, weights = np.polynomial.legendre.leggauss(80)
source = half_size * (nodes + 1) / 2
source_weight = half_size * weights / 2


def profile(shape, r, spread):
    r = np.asarray(r)[:, None]
    s = source[None, :]
    if shape == LINE:
        kernel = (np.exp(-(r - s)**2 / (2 * spread**2))
                  + np.exp(-(r + s)**2 / (2 * spread**2)))
        kernel = kernel / (spread * np.sqrt(2 * np.pi))
    else:
        kernel = (s / spread**2 * np.exp(-(r - s)**2 / (2 * spread**2))
                  * ive(0, r * s / spread**2))
    return kernel @ source_weight


kept, share, variable_d = {}, {}, {}
boost = 0.5
for shape in (LINE, DISC):
    kept[shape] = central(shape, sigma)
    final = bake(shape)
    assert abs(final[0] - kept[shape]) < 5e-4          # grid error
    assert np.max(abs(final - profile(shape, centres, sigma))) < 1e-3
    volume = np.diff(faces**shape)
    share[shape] = np.sum((final * volume)[inside]) / np.sum(volume[inside])
    from_profile = np.sum(profile(shape, source, sigma) * source_weight
                          * shape * source**(shape - 1)) / half_size**shape
    assert abs(share[shape] - from_profile) < 5e-4
    assert share[shape] < kept[shape]
    variable_d[shape] = bake(shape, boost)[0]
    fastest = central(shape, sigma * np.sqrt(1 + boost))
    assert fastest < variable_d[shape] < kept[shape]

# Square between line and disc, and the disc that keeps as much as the line
square = kept[LINE]**2
matched_radius = sigma * np.sqrt(-2 * np.log(1 - kept[LINE]))

# Random walk from the centre: fixed step length, random direction in the plane
rng = np.random.default_rng(7)
walkers, hops = 200000, 100
hop_length = sigma * np.sqrt(2 / hops)
x = np.zeros(walkers)
y = np.zeros(walkers)
for _ in range(hops):
    angle = rng.uniform(0, 2 * np.pi, walkers)
    x += hop_length * np.cos(angle)
    y += hop_length * np.sin(angle)
radius = np.hypot(x, y)
walk_line = np.mean(abs(x) < half_size)
walk_disc = np.mean(radius < half_size)
walk_square = np.mean((abs(x) < half_size) & (abs(y) < half_size))
walk_matched = np.mean(radius < matched_radius)
axial_rms = np.sqrt(np.mean(x**2))
plane_rms = np.sqrt(np.mean(radius**2))
# tolerances cover about four or more standard errors of the sampling
assert abs(walk_line - kept[LINE]) < 0.004
assert abs(walk_disc - kept[DISC]) < 0.004
assert abs(walk_square - square) < 0.004
assert abs(walk_matched - kept[LINE]) < 0.004
assert abs(axial_rms - sigma) < 0.05
assert abs(plane_rms - np.sqrt(2) * sigma) < 0.05

# Neglected effects: blurred start, and quencher with instant neutralization
blur = 3.0
quencher = 0.2
blurred, quenched = {}, {}
substeps = 240
for shape in (LINE, DISC):
    matrix = np.column_stack([rate(e, shape) for e in np.eye(cells)])
    short_step = expm(matrix * bake_time / substeps)
    blurred[shape] = central(shape, np.hypot(sigma, blur))
    c = profile(shape, centres, blur)
    acid = np.where(inside, 1 - quencher, 0.0)
    base = np.where(inside, 0.0, quencher)
    for _ in range(substeps):
        c = short_step @ c
        acid = short_step @ acid
        base = short_step @ base
        reacted = np.minimum(acid, base)
        acid = acid - reacted
        base = base - reacted
    assert abs(c[0] - blurred[shape]) < 1e-3
    quenched[shape] = (kept[shape] - quencher) / (1 - quencher)
    assert abs(acid[0] / (1 - quencher) - quenched[shape]) < 1e-3

# Neglected effect: counting noise in a central cylinder of the disc feature
acid_density = 0.05
film = 40.0
probe = 5.0
probe_r = probe * (nodes + 1) / 2
probe_mean = np.sum(profile(DISC, probe_r, sigma) * 2 * probe_r
                    * probe * weights / 2) / probe**2
count = acid_density * film * np.pi * probe**2 * probe_mean
noise = 1 / np.sqrt(count)
trials = 3000
numbers = rng.poisson(acid_density * film * np.pi * half_size**2, trials)
owner = np.repeat(np.arange(trials), numbers)
start_r = half_size * np.sqrt(rng.random(owner.size))
start_angle = rng.uniform(0, 2 * np.pi, owner.size)
end_x = start_r * np.cos(start_angle) + rng.normal(0, sigma, owner.size)
end_y = start_r * np.sin(start_angle) + rng.normal(0, sigma, owner.size)
hit = np.hypot(end_x, end_y) < probe
counts = np.bincount(owner[hit], minlength=trials)
assert abs(counts.mean() / count - 1) < 0.01
assert abs(counts.std() / counts.mean() / noise - 1) < 0.08

print(f"half width of line = radius of disc: {half_size:.1f} nm")
print(f"axial RMS displacement sigma: {sigma:.1f} nm")
print(f"bake time: {bake_time:.0f} s")
print(f"diffusivity: {diffusivity:.4f} nm2/s = {diffusivity*1e-14:.3e} cm2/s")
for shape in (LINE, DISC):
    print(f"central acid retained, {names[shape]}: {100*kept[shape]:.2f} %")
    print(f"central acid lost, {names[shape]}: {100*(1-kept[shape]):.2f} %")
print(f"loss ratio disc/line: {(1-kept[DISC])/(1-kept[LINE]):.2f}")
print(f"central acid retained, square: {100*square:.2f} %")
print(f"central acid lost, square: {100*(1-square):.2f} %")
print(f"extra loss from missing corners: {100*(square-kept[DISC]):.2f} %")
print(f"disc radius matching the line: {matched_radius:.2f} nm")
print(f"random walk, line: {100*walk_line:.1f} %")
print(f"random walk, disc: {100*walk_disc:.1f} %")
print(f"random walk, axial RMS: {axial_rms:.2f} nm")
print(f"random walk, in-plane RMS: {plane_rms:.2f} nm")
misread = sigma / np.sqrt(2)
print(f"sigma if 5 nm were the in-plane RMS: {misread:.3f} nm")
for shape in (LINE, DISC):
    name = names[shape]
    print(f"retained with that sigma, {name}: {100*central(shape, misread):.2f} %")
    print(f"share of all acid still in the {name}: {100*share[shape]:.1f} %")
print(f"initial blur: {blur:.1f} nm")
print(f"total spread with blur: {np.hypot(sigma, blur):.3f} nm")
print(f"quencher / original acid: {quencher:.2f}")
print(f"rise of D at full acid: {100*boost:.0f} %")
for shape in (LINE, DISC):
    name = names[shape]
    print(f"retained with initial blur, {name}: {100*blurred[shape]:.1f} %")
    print(f"net acid retained with quencher, {name}: {100*quenched[shape]:.1f} %")
    print(f"retained with acid-dependent D, {name}: {100*variable_d[shape]:.1f} %")
print(f"acid density: {acid_density:.2f} per nm3; film: {film:.0f} nm")
print(f"central counting cylinder radius: {probe:.1f} nm")
print(f"mean acid count in it after bake, disc: {count:.0f}")
print(f"relative counting noise: {100*noise:.1f} %")
print("all good")
```

It prints:

```
half width of line = radius of disc: 10.0 nm
axial RMS displacement sigma: 5.0 nm
bake time: 60 s
diffusivity: 0.2083 nm2/s = 2.083e-15 cm2/s
central acid retained, line: 95.45 %
central acid lost, line: 4.55 %
central acid retained, disc: 86.47 %
central acid lost, disc: 13.53 %
loss ratio disc/line: 2.97
central acid retained, square: 91.11 %
central acid lost, square: 8.89 %
extra loss from missing corners: 4.64 %
disc radius matching the line: 12.43 nm
random walk, line: 95.5 %
random walk, disc: 86.5 %
random walk, axial RMS: 5.00 nm
random walk, in-plane RMS: 7.07 nm
sigma if 5 nm were the in-plane RMS: 3.536 nm
retained with that sigma, line: 99.53 %
share of all acid still in the line: 80.1 %
retained with that sigma, disc: 98.17 %
share of all acid still in the disc: 61.4 %
initial blur: 3.0 nm
total spread with blur: 5.831 nm
quencher / original acid: 0.20
rise of D at full acid: 50 %
retained with initial blur, line: 91.4 %
net acid retained with quencher, line: 94.3 %
retained with acid-dependent D, line: 91.2 %
retained with initial blur, disc: 77.0 %
net acid retained with quencher, disc: 83.1 %
retained with acid-dependent D, disc: 77.9 %
acid density: 0.05 per nm3; film: 40 nm
central counting cylinder radius: 5.0 nm
mean acid count in it after bake, disc: 125
relative counting noise: 8.9 %
all good
```
